# Fitting the Topp-Hopfield potential for sodium and predicting 3p and 4s

## Problem

Hartree atomic units are used: energies in hartree, lengths in bohr. The valence electron of sodium is described by a local potential that replaces the nucleus and the ten core electrons:

$$
V(r)=\begin{cases}V_0\cos(kr)+C, & r<r_c\\[2pt] -1/r, & r>r_c.\end{cases}
$$

The radius is chosen as $r_c=3$. It has to be given, because the three conditions below fix only $V_0$, $k$ and $C$. Since the core electrons are absent, the lowest s state of $V$, which has no radial node, stands for 3s. The second s state, with one node, stands for 4s, and the lowest p state for 3p.

The 3s energy is taken from theory: $E_{3s}=-0.18180$, the frozen-core Hartree-Fock value. It is the energy of an empty orbital of Na⁺. Adding an electron in an orbital $\varphi$, orthogonal to the core orbitals, to the unchanged core changes the energy by the kinetic and nuclear terms plus the Coulomb and exchange terms with the core, which is the expectation value of the Fock operator of Na⁺ in $\varphi$. This reference leaves out core relaxation, correlation (including core polarization) and relativity.

(a) Use continuity of $V$ and $V'$ at $r_c$ to reduce the three parameters to one, $x=kr_c$.

(b) Show that at most one $x$ in $0<x<2\pi$ puts the lowest s level at $E_{3s}$, and find its sign of $V_0$.

(c) Derive the condition that fixes $x$, and obtain the parameters.

(d) Predict 3p and 4s.

## Hints

1. Solve the slope condition for $V_0$ first. What happens at $x=\pi$?
2. Write $V$ as a function of $s=r/r_c$ and $x$, and ask for the sign of $\partial V/\partial x$. A potential lowered everywhere inside $r_c$ has lower levels.
3. For $x\to0$ the inner potential is a parabola. Compare it with a harmonic oscillator.
4. Inside, use a power series; outside, the Coulomb function that decays. Their logarithmic derivatives must agree at $r_c$.
5. In (c) the energy is known and $x$ is sought; in (d) it is the reverse.

## Solution

### (a) One unknown remains

The two continuity conditions are

$$
V_0\cos x+C=-\frac1{r_c},\qquad -V_0k\sin x=\frac1{r_c^2}.
$$

With $k=x/r_c$ the second gives $V_0$, and the first then gives $C$:

$$
V_0=-\frac{1}{r_c\,x\sin x},\qquad C=-\frac1{r_c}-V_0\cos x .
$$

At $x=\pi$ the cosine is flat at $r_c$ and cannot have the slope $1/r_c^2$, so this value is excluded. For $0<x<\pi$ we have $V_0<0$ and the potential is deepest at the origin. For $\pi<x<2\pi$ we have $V_0>0$ and the potential has a local maximum there.

### (b) Uniqueness

Inserting the parameters gives, for $s<1$,

$$
V=\frac1{r_c}\left[-1+\frac{\cos x-\cos(xs)}{x\sin x}\right].
$$

The quotient rule yields $\partial V/\partial x=N/(r_c x^2\sin^2x)$ with

$$
N=[-\sin x+s\sin(xs)]\,x\sin x-[\cos x-\cos(xs)](\sin x+x\cos x).
$$

Multiplying out and using $\sin^2x+\cos^2x=1$,

$$
N=-x-\sin x\cos x+s\,x\sin x\sin(xs)+\cos(xs)(\sin x+x\cos x).
$$

At the ends, $N(s{=}0)=-(1-\cos x)(x-\sin x)<0$ and $N(s{=}1)=0$. In between, the terms containing $\sin x\sin(xs)$ without a factor $s$ cancel in the derivative, leaving

$$
\frac{\partial N}{\partial s}=x^2g(s),\qquad g(s)=s\sin x\cos(xs)-\cos x\sin(xs).
$$

We have $g(1)=0$ and $g'(1)=\sin x\cos x-x<0$, so $g>0$ just below $s=1$. A zero of $g$ inside $(0,1)$ requires $h(xs)=h(x)$, where $h(u)=\tan u/u$. This function rises on each of its branches, because

$$
h'(u)=\frac{u-\sin u\cos u}{u^2\cos^2u}>0 .
$$

The branch containing $x$ therefore supplies no second solution.

- For $x<\pi/2$ there is no other branch below $x$, hence no zero.
- For $\pi/2<x<3\pi/2$ the first branch, where $h>1$, supplies at most one.
- For $3\pi/2<x<2\pi$, $h(x)<0$. The first branch supplies none and the second supplies one.

At $x=\pi/2$ and $x=3\pi/2$, $g$ reduces to $s\cos(xs)$ and $-s\cos(xs)$, with no zero and one zero. So $g$ has at most one zero, and $N$ either rises throughout or has a single fall followed by a rise. Its largest value is then at an end, and $N<0$ for $0\le s<1$.

Thus $V$ falls everywhere inside $r_c$ as $x$ grows, within each of the two intervals. For a normalized bound state,

$$
\frac{dE}{dx}=\int_0^{r_c}u^2\,\frac{\partial V}{\partial x}\,dr<0,
$$

where $u=rR$ is the radial function. Each interval can hold at most one solution for the lowest s level.

The interval $0<x<\pi$ holds none. Its highest energy is approached for $x\to0$, where $\cos x-\cos(xs)\to-x^2(1-s^2)/2$ and $x\sin x\to x^2$, so that

$$
V\to-\frac{3-s^2}{2r_c}\quad(s<1).
$$

This is the potential of a uniformly charged ball of radius $r_c$. Continue the parabola to all $r$. For $s>1$ it lies above $-1/r$, since $-1/s\le-(3-s^2)/2$ is equivalent to $(s-1)^2(s+2)\ge0$. The ball's lowest level is therefore no higher than that of the oscillator with frequency $r_c^{-3/2}$:

$$
E\le-\frac{3}{2r_c}+\frac32\,r_c^{-3/2}=-0.5000+0.2887=-0.2113 .
$$

This already lies below $-0.1818$, and increasing $x$ lowers the level further. (The ball level itself is $-0.2370$.) For large enough $r_c$ the bound rises above the target, and this argument no longer decides the matter.

On $\pi<x<2\pi$ the lowest s level is $-0.1777$ at $x=3.5$ and $-0.2015$ at $x=4.0$. The target lies between them, so there is one solution, and it has $V_0>0$. Beyond $2\pi$ the potential oscillates more inside $r_c$; those forms are excluded by choice. The uniqueness concerns the nodeless level only: the s level with one node reaches the same energy at $x=3.060$ and at $x=6.239$, the level with two nodes at $x=3.116$ and at $x=6.27$, and further roots follow just below $\pi$ and $2\pi$, where $|V_0|$ grows without bound and the inner well deepens. All of these must be discarded.

### (c) Matching and parameters

**Inside.** In the variable $s$ the radial equation is

$$
\frac{d^2u}{ds^2}=\left[\frac{l(l+1)}{s^2}+2r_c^2(V-E)\right]u .
$$

Put $u=\sum_j a_js^{2j+l+1}$ with $a_0=1$, and expand the cosine. The second derivative and the centrifugal term together multiply $a_j$ by

$$
(2j+l+1)(2j+l)-l(l+1)=2j(2j+2l+1).
$$

Comparing coefficients of $s^{2j+l-1}$,

$$
2j(2j+2l+1)\,a_j=2r_c^2\left[(C-E)a_{j-1}+V_0\sum_{m=0}^{j-1}\frac{(-1)^mx^{2m}}{(2m)!}\,a_{j-1-m}\right].
$$

At $r_c$, $u=\sum_j a_j$ and $u'=\sum_j(2j+l+1)a_j/r_c$.

**Outside.** Let $\nu=1/\sqrt{-2E}$ and $z=2r/\nu$. The radial equation becomes

$$
\frac{d^2u}{dz^2}=q\,u,\qquad q=\frac14-\frac{\nu}{z}+\frac{l(l+1)}{z^2}.
$$

This is Whittaker's equation. Its decaying solution is $W_\nu\equiv W_{\nu,\,l+1/2}(z)$, which behaves as $e^{-z/2}z^\nu$ at large $z$. Its derivative follows from

$$
zW_\nu'=\left(\frac z2-\nu\right)W_\nu-W_{\nu+1}.
$$

To prove this, define $X=(z/2-\nu)W_\nu-zW_\nu'$. Differentiating twice and replacing $W_\nu''$ by $qW_\nu$ each time gives

$$
X''=\left[\left(\frac z2-\nu\right)q-\frac12+\frac\nu z\right]W_\nu+(1-zq)W_\nu'=\left(q-\frac1z\right)X .
$$

This is the same equation with $\nu+1$ in place of $\nu$. At large $z$, $X$ behaves as $zW_\nu$, that is, as $e^{-z/2}z^{\nu+1}$, so $X=W_{\nu+1}$.

**Condition.** Since $V$ is finite at $r_c$, both $u$ and $u'$ are continuous there:

$$
\left.\frac{u'}{u}\right|_{\rm in}=\frac{2}{\nu}\,\frac{W_\nu'(z_c)}{W_\nu(z_c)},\qquad z_c=\frac{2r_c}{\nu}.
$$

For 3s, $\nu=1/\sqrt{0.36360}=1.6584$, and the right side is $0.10438$. (The Hartree-Fock 3s orbital has $0.1065$ at $r=3$. The pure $-1/r$ tail is an approximation, poorer at $r=2.5$, where the Coulomb value is $0.308$, the Hartree-Fock value is $0.316$, and 0.02 core electrons lie outside.) Now $x$ is raised from $\pi$ until the left side agrees. Because all levels fall with $x$, the lowest one reaches the target first, so the smallest root belongs to the nodeless state. It is $x=3.5553$, where $\sin x=-0.4020$ and $\cos x=-0.9156$. Hence

$$
V_0=\frac{1}{3\times3.5553\times0.4020}=0.2332,\qquad k=\frac{3.5553}{3}=1.1851,
$$

$$
C=-0.3333+0.2332\times0.9156=-0.1198 .
$$

The potential is positive at the origin, $V(0)=V_0+C=0.113$, and falls to a minimum before joining the Coulomb tail. The model has no core orbitals for the electron to be orthogonal to. Its nodeless state sits at $-0.18$, rather than at the $-0.5$ of a pure $-1/r$ potential, because $V$ lies above $-1/r$ inside $r_c$. For $r_c=3$ the positive sign at the centre matters little: replacing the positive part of $V$ by zero lowers the level by only about 0.00025 hartree. (For the fit with $r_c=2.5$, where $V(0)=0.81$, the same replacement lowers it by 0.0055 hartree.)

### (d) Predictions

With $x$ fixed, the same condition is solved for $E$. The lowest root for $l=1$ and the second for $l=0$ are

$$
E_{3p}=-0.1087\ \text{hartree}=-2.96\ \text{eV},\qquad E_{4s}=-0.0711\ \text{hartree}=-1.93\ \text{eV}.
$$

Finite-difference diagonalization of the radial Hamiltonian reproduces the matched levels within $10^{-6}$ hartree and confirms the node counts 0, 0 and 1 for 3s, 3p and 4s.

The frozen-core reference gives $-0.1094$ for 3p and $-0.0701$ for 4s. The model 3p is too high by 0.7 % of the reference energy, and the model 4s too low by 1.3 %. The excitation energies from 3s are 1.99 eV to 3p (reference 1.97 eV) and 3.01 eV to 4s (reference 3.04 eV). These errors measure the model against frozen-core Hartree-Fock, not against experiment. The measured 3s level, about $-0.1889$, lies 4 % below the reference, more than these errors; a fit to it gives $V_0=0.179$, $C=-0.179$ and $V(0)\approx0$.

The 3p result is the more demanding one. Only an s energy was fitted, and the same local potential was then applied to a p electron, although the real core contains s and p shells in different numbers. Nothing in the construction guarantees that one function serves both.

## Variation 1: another core radius

*Repeat the fit for $r_c=2.5$ and $3.5$. Which conclusions survive?*

The oscillator bounds are $-0.2205$ and $-0.1995$, both below the target, so $V_0>0$ again. The fits give:

| $r_c$ | $V_0$ | $C$ | 3p | 4s |
|---|---|---|---|---|
| 2.5 | 0.613 | 0.201 | −0.1103 | −0.0705 |
| 3.0 | 0.233 | −0.120 | −0.1087 | −0.0711 |
| 3.5 | 0.095 | −0.223 | −0.1072 | −0.0717 |

The value at the origin, $V_0+C$, runs from $0.81$ to $-0.13$, while 3p moves by 0.003 hartree and 4s by 0.001 hartree. The 3s energy therefore does not determine the potential near the nucleus, and $V(0)$ should not be read as a property of sodium. The 3p reference lies between the values for $r_c=2.5$ and $3.0$, so a 3p energy could be used to select $r_c$, but 3p would then no longer be a prediction. The 4s level lies below its reference at all three radii.

## Variation 2: 4s without the inner potential

*Estimate 4s from the 3s energy alone.*

Write $E=-1/[2(n-\delta)^2]$, where $\delta$ is the quantum defect, so that $\nu=n-\delta$. Assume that $\delta$ is the same for 3s and 4s. Then $\nu_{4s}=\nu_{3s}+1=2.6584$ and

$$
E_{4s}\approx-\frac{1}{2\times2.6584^2}=-0.0708 .
$$

In the fitted model the defect does change little, from 1.342 for 3s to 1.347 for 4s. In the reference it falls instead, to $4-1/\sqrt{2\times0.07011}=1.329$. The estimate consequently lies closer to the reference, $-0.0701$, than the model with $r_c=3$ does (0.9 % against 1.3 %). For $r_c=2.5$ the model defect falls to 1.336 and the model is the closer one (0.5 %). The good 4s value in (d) is thus weak evidence for the cosine form: it follows largely from the Coulomb tail and the fitted 3s energy. The estimate has no counterpart for 3p, whose defect is 0.855 in the model, since a constant defect links only levels of the same $l$. The 3p value does not single out the cosine form either: an empty core, $V=0$ inside a radius $1.97$ fitted to 3s and $-1/r$ outside, gives $-0.1099$ for 3p and $-0.0706$ for 4s.

The remaining intermediate values are in the numerical output below.

## Computed values

```
Frozen-core Hartree-Fock reference for Na
total energy of Na+ = -161.67687 hartree
reference 3s = -0.18180 hartree
reference 3p = -0.10944 hartree
reference 4s = -0.07011 hartree
largest change with second basis = 2.8e-06 hartree
Fit at rc = 3.0 bohr
x = k rc = 3.555278 (dimensionless)
V0 = 0.233235 hartree
k = 1.185093 1/bohr
C = -0.119773 hartree
V(0) = 0.11346 hartree, V(rc) = -0.33333 hartree
slope at rc = 0.11111 hartree/bohr
Uniqueness at rc = 3.0 bohr: lowest s energy against x
x = 3.2: E = -0.1364 hartree
x = 3.5: E = -0.1777 hartree
x = 4.0: E = -0.2015 hartree
x = 5.0: E = -0.2237 hartree
x = 6.0: E = -0.3360 hartree
charged-ball limit x -> 0: E = -0.2370 hartree
oscillator upper bound, rc = 2.5 bohr: -0.2205 hartree
oscillator upper bound, rc = 3.0 bohr: -0.2113 hartree
oscillator upper bound, rc = 3.5 bohr: -0.1995 hartree
Matching at rc = 3.0 bohr: u'/u inside and outside, 1/bohr
3s: nu = 1.65839, inside 0.10438, outside 0.10438
3p: nu = 2.14470, inside 0.38341, outside 0.38341
4s: nu = 2.65276, inside -0.19354, outside -0.19354
Predictions at rc = 3.0 bohr
3p = -0.10870 hartree = -2.958 eV
3p model minus reference = 0.00074 hartree (0.67 % of |reference|)
4s = -0.07105 hartree = -1.933 eV
4s model minus reference = -0.00095 hartree (-1.35 % of |reference|)
3s to 3p: model 1.989 eV, reference 1.969 eV
3s to 4s: model 3.014 eV, reference 3.039 eV
quantum defects: 3s 1.3416, 4s 1.3472, 3p 0.8553
4s from constant defect = -0.07075 hartree
probability inside rc, 3s = 0.2780
probability inside rc, 3p = 0.0726
probability inside rc, 4s = 0.0642
Dependence on rc (bohr; V0, C, 3p, 4s in hartree; k in 1/bohr)
rc 2.5: V0 0.61292, k 1.33534, C 0.20109, 3p -0.11031, 4s -0.07046
rc 3.0: V0 0.23323, k 1.18509, C -0.11977, 3p -0.10870, 4s -0.07105
rc 3.5: V0 0.09508, k 1.14097, C -0.22309, 3p -0.10724, 4s -0.07173
largest matching-grid difference = 3.2e-11 hartree
```
